# Kissinger's line for first-order recovery at a constant heating rate: a program that tests the result

```python
# Result under test: for dN/dt = -k N, k = nu exp(-E/(kB T)), and constant
# heating rate beta, the maximum of the signal -dN/dt lies at Tp with
#     ln(beta/Tp^2) = ln(nu kB/E) - E/(kB Tp).
# N: defects left, E: activation energy (eV), nu: prefactor (1/s),
# T: temperature (K), beta: heating rate (K/s), u = E/(kB Tp).
# Peaks are located on numerical solutions, without the peak condition.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import lambertw, exp1

kB = constants.k / constants.e
E = 3.7
nu = 1.0e15
betas = np.array([1e1, 1e2, 1e3, 1e4, 1e5])
T_start = 900.0
T_melt = 1700.0          # rough melting point of silicon, K


def rate_constant(T):
    return nu * np.exp(-E / (kB * T))


def formula_peak(beta):
    w = lambertw(0.5 * np.sqrt(nu * E / (kB * beta))).real
    return E / (2 * kB * w)


def observed_peak(temperature, t_end, n_start=1.0):
    """Time of the largest -dN/dt, and N there, from the rate equation."""
    def loss(t, n):
        return -rate_constant(temperature(t)) * n

    def nearly_done(t, n):
        return n[0] - 0.02 * n_start
    nearly_done.terminal = True
    run = solve_ivp(loss, (0, t_end), [n_start], method="DOP853",
                    rtol=1e-11, atol=1e-13 * n_start, dense_output=True,
                    events=nearly_done, max_step=t_end / 200)

    def signal(t):
        return rate_constant(temperature(t)) * run.sol(t)[0]
    times = np.linspace(0, run.t[-1], 801)
    values = signal(times)
    i = int(np.argmax(values))
    if i == 0:
        return 0.0, n_start
    assert i < len(times) - 1
    best = minimize_scalar(lambda t: -signal(t) / values[i],
                           bounds=(times[i - 1], times[i + 1]),
                           method="bounded",
                           options={"xatol": 1e-7 * times[-1]})
    return best.x, run.sol(best.x)[0]


def ramp_peak(beta, T0=T_start, n_start=1.0):
    t, n = observed_peak(lambda t: T0 + beta * t, (2100 - T0) / beta, n_start)
    return T0 + beta * t, n


def line_fit(peaks):
    """Apparent energy (eV), intercept and worst residual of the plot."""
    x, y = 1 / peaks, np.log(betas / peaks**2)
    slope, intercept = np.polyfit(x, y, 1)
    return -kB * slope, intercept, np.max(np.abs(y - slope * x - intercept))


print(f"E = {E} eV, nu = {nu:.1e} 1/s, start {T_start:.0f} K")
print(f"E/kB = {E/kB:.1f} K, ln(nu kB/E) = {np.log(nu*kB/E):.4f}")

# Peaks at five heating rates, and the straight line through them
runs = [ramp_peak(b) for b in betas]
peaks = np.array([r[0] for r in runs])
left = np.array([r[1] for r in runs])
u = E / (kB * peaks)
assert np.max(np.abs(peaks - formula_peak(betas))) < 0.01
print("beta K/s | Tp K | 1000/Tp 1/K | ln(beta/Tp^2) | N/N0 at peak")
for b, T, n in zip(betas, peaks, left):
    print(f"{b:.0e} | {T:.2f} | {1000/T:.5f} | {np.log(b/T**2):.4f} | {n:.4f}")
E_fit, intercept, residual = line_fit(peaks)
nu_fit = E_fit / kB * np.exp(intercept)
assert abs(E_fit - E) < 1e-3 and residual < 5e-4
assert abs(nu_fit / nu - 1) < 0.01
print(f"energy from fitted line: {E_fit:.4f} eV")
print(f"prefactor from fitted line: {nu_fit:.3e} 1/s")
print(f"largest residual of line: {residual:.1e}")
y = np.log(betas / peaks**2)
E_two = kB * (y[-1] - y[0]) / (1 / peaks[0] - 1 / peaks[-1])
assert abs(E_two - E) < 1e-3
print(f"energy from first and last rate only: {E_two:.4f} eV")

# Fraction left at the peak
exponent = u - u**2 * np.exp(u) * exp1(u)
assert np.max(np.abs(left - np.exp(-exponent))) < 1e-4
assert np.max(np.abs(exponent - (1 - 2/u + 6/u**2))) < 2e-3
print(f"u = E/(kB Tp) at 1e3 K/s: {u[2]:.3f}")

# Independence of starting point and amount; a start above the peak
other, _ = ramp_peak(10.0, T0=1050.0, n_start=5.0)
assert abs(other - peaks[0]) < 0.01
hot_start, _ = ramp_peak(10.0, T0=1300.0)
assert hot_start == 1300.0
print(f"Tp at 10 K/s, start 1050 K, N0 times 5: {other:.2f} K")

# Sensitivity of the peak temperature to the heating rate
shift = (ramp_peak(1e3*np.exp(0.1))[0] - ramp_peak(1e3*np.exp(-0.1))[0]) / 0.2
assert abs(shift / (peaks[2] / (u[2] + 2)) - 1) < 2e-3
print(f"dTp/d ln(beta) at 1e3 K/s: {shift:.2f} K")

# Plot of ln(beta) alone
E_plain = -kB * np.polyfit(1 / peaks, np.log(betas), 1)[0]
assert E + 2*kB*peaks[0] < E_plain < E + 2*kB*peaks[-1]
print(f"energy if Tp^2 is left out: {E_plain:.3f} eV")

# Heating rate at which the peak reaches the melting point
beta_melt = kB * T_melt**2 * rate_constant(T_melt) / E
assert abs(ramp_peak(beta_melt)[0] - T_melt) < 0.01
print(f"rate putting Tp at {T_melt:.0f} K: {beta_melt:.2e} K/s")

# Flash-shaped pulse: sine rise to a crest
T_base, rise, t_crest = 1000.0, 600.0, 5e-3
phase = np.pi / (2 * t_crest)
t_peak, _ = observed_peak(lambda t: T_base + rise*np.sin(phase*t), t_crest)
T_flash = T_base + rise * np.sin(phase * t_peak)
local_rate = rise * phase * np.cos(phase * t_peak)
mean_rate = rise / t_crest
assert t_peak < t_crest
assert abs(formula_peak(local_rate) - T_flash) < 0.05
assert abs(formula_peak(mean_rate) - T_flash) > 10
print(f"flash {T_base:.0f} to {T_base+rise:.0f} K in {t_crest*1e3:.0f} ms:")
print(f"  signal peak at {t_peak*1e3:.3f} ms, {T_flash:.2f} K")
print(f"  local rate {local_rate:.3e}, mean rate {mean_rate:.2e} K/s")
print(f"  Tp predicted from local rate: {formula_peak(local_rate):.2f} K")
print(f"  Tp predicted from mean rate: {formula_peak(mean_rate):.2f} K")

# Neglected kinetics, by direct quadrature on a temperature grid
step = 0.25
grid = np.arange(800.0, 2000.0, step)


def grid_peak(signal):
    i = int(np.argmax(signal))
    a, b, c = np.log(signal[i - 1:i + 2])
    return grid[i] + step * 0.5 * (a - c) / (a - 2*b + c)


def width(signal):
    above = grid[signal > 0.5 * signal.max()]
    return above[-1] - above[0]


k_grid = rate_constant(grid)
area = cumulative_trapezoid(k_grid, grid, initial=0)
first = [k_grid * np.exp(-area / b) for b in betas]
E_control = line_fit(np.array([grid_peak(s) for s in first]))[0]
assert abs(E_control - E) < 2e-3

k_power = k_grid * grid / 1400.0
area_power = cumulative_trapezoid(k_power, grid, initial=0)
p = np.array([grid_peak(k_power * np.exp(-area_power / b)) for b in betas])
E_power = line_fit(p)[0]
thermal = kB * p
local_energy = E + thermal - thermal**2 / (E + thermal)
assert local_energy.min() < E_power < local_energy.max()
print(f"apparent energy, prefactor proportional to T: {E_power:.3f} eV")

p = np.array([grid_peak(k_grid / (1 + area / b)**2) for b in betas])
E_second, _, residual_second = line_fit(p)
assert abs(E_second - E) < 0.02 and residual_second < 0.01
print(f"apparent energy, second order: {E_second:.3f} eV")
print(f"largest residual, second order: {residual_second:.1e}")

spread = 0.1
offsets = np.linspace(-5 * spread, 5 * spread, 101)
weights = np.exp(-0.5 * (offsets / spread)**2)
weights /= weights.sum()
k_many = nu * np.exp(-(E + offsets[:, None]) / (kB * grid))
area_many = cumulative_trapezoid(k_many, grid, axis=1, initial=0)
mixed = [weights @ (k_many * np.exp(-area_many / b)) for b in betas]
E_spread = line_fit(np.array([grid_peak(s) for s in mixed]))[0]
assert abs(E_spread / E - 1) < 0.03
assert width(mixed[2]) > 1.1 * width(first[2])
print(f"apparent energy, spread {spread} eV: {E_spread:.3f} eV")
print(f"full width at half height, 1e3 K/s: {width(first[2]):.1f} K")
print(f"  with the energy spread: {width(mixed[2]):.1f} K")

# Thermometer errors
offset = 10.0
E_offset = line_fit(peaks + offset)[0]
predicted = 2 * kB * offset * (u + 1)
assert predicted.min() < E_offset - E_fit < predicted.max()
print(f"apparent energy, readings {offset:.0f} K high: {E_offset:.3f} eV")
lag = 1e-4
E_lag = line_fit(peaks - betas * lag)[0]
assert E_lag > E_fit + 0.02
print(f"apparent energy, lag {lag*1e3:.1f} ms: {E_lag:.3f} eV")

# Heat flow: surface ramp at 1e5 K/s, insulated back face, cm and s
diffusivity, thickness, depth = 0.1, 0.0775, 1e-5
duration = (peaks[-1] - T_start) / betas[-1]
cells, steps = 301, 800
dx, dt = thickness / (cells - 1), duration / steps
r = diffusivity * dt / dx**2
bands = np.zeros((3, cells))
bands[0, 2:] = -r
bands[1, :] = 1 + 2 * r
bands[1, 0] = 1
bands[2, :-1] = -r
bands[2, -2] = -2 * r
heat = np.zeros(cells)
for j in range(1, steps + 1):
    heat[0] = betas[-1] * j * dt
    heat = solve_banded((1, 1), bands, heat)
gradient = (heat[0] - heat[1]) / dx
half_space = 2 * betas[-1] * np.sqrt(duration / (np.pi * diffusivity))
assert abs(gradient / half_space - 1) < 0.02
print(f"diffusivity {diffusivity} cm2/s, wafer {thickness*1e4:.0f} um")
print(f"time from start to peak at 1e5 K/s: {duration*1e3:.2f} ms")
print(f"surface gradient, half-space formula: {half_space:.3e} K/cm")
print(f"surface gradient, heat equation: {gradient:.3e} K/cm")
print(f"drop across {depth*1e7:.0f} nm: {gradient*depth:.2f} K")
print(f"front minus back temperature: {heat[0]-heat[-1]:.0f} K")

print("done: every assertion held")
```

Printed output:

```
E = 3.7 eV, nu = 1.0e+15 1/s, start 900 K
E/kB = 42936.7 K, ln(nu kB/E) = 23.8713
beta K/s | Tp K | 1000/Tp 1/K | ln(beta/Tp^2) | N/N0 at peak
1e+01 | 1201.01 | 0.83263 | -11.8792 | 0.3874
1e+02 | 1278.88 | 0.78193 | -9.7023 | 0.3886
1e+03 | 1367.21 | 0.73142 | -7.5333 | 0.3900
1e+04 | 1468.20 | 0.68111 | -5.3732 | 0.3915
1e+05 | 1584.69 | 0.63104 | -3.2234 | 0.3932
energy from fitted line: 3.7000 eV
prefactor from fitted line: 1.000e+15 1/s
largest residual of line: 3.0e-07
energy from first and last rate only: 3.7000 eV
u = E/(kB Tp) at 1e3 K/s: 31.405
Tp at 10 K/s, start 1050 K, N0 times 5: 1201.01 K
dTp/d ln(beta) at 1e3 K/s: 40.93 K
energy if Tp^2 is left out: 3.937 eV
rate putting Tp at 1700 K: 7.23e+05 K/s
flash 1000 to 1600 K in 5 ms:
  signal peak at 3.865 ms, 1562.23 K
  local rate 6.582e+04, mean rate 1.20e+05 K/s
  Tp predicted from local rate: 1562.23 K
  Tp predicted from mean rate: 1594.68 K
apparent energy, prefactor proportional to T: 3.815 eV
apparent energy, second order: 3.706 eV
largest residual, second order: 4.5e-04
apparent energy, spread 0.1 eV: 3.672 eV
full width at half height, 1e3 K/s: 101.8 K
  with the energy spread: 134.5 K
apparent energy, readings 10 K high: 3.756 eV
apparent energy, lag 0.1 ms: 3.767 eV
diffusivity 0.1 cm2/s, wafer 775 um
time from start to peak at 1e5 K/s: 6.85 ms
surface gradient, half-space formula: 2.953e+04 K/cm
surface gradient, heat equation: 2.939e+04 K/cm
drop across 100 nm: 0.29 K
front minus back temperature: 673 K
done: every assertion held
```
